# Cohn's theorem, fourth current moments and the resistance noise of disordered films

Suppose that the low-frequency noise of a disordered film is to be turned into a property of the material. A simple inversion counts the carriers and treats the film as uniform. In the model film worked out below, a lattice of resistors with prescribed disorder, this inversion returns a noise parameter 2.4 times the one put into every bond. The local noise law and its parameter are unchanged; what has gone wrong is the average. Current crowds into some parts of the film, and carrier-poor cells fluctuate more strongly. To average correctly, one must know how far the resistance of the whole responds to each part.

## Setting and theorem

Consider a connected network of bonds with resistances $r_k>0$ and two terminals $a$ and $b$. A current $I$ enters at $a$ and leaves at $b$. Each bond has a fixed orientation: $i_k$ is its current along that orientation and $v_k=r_ki_k$ the potential at its tail minus that at its head. With $V=\phi_a-\phi_b$, define

$$R=\frac VI,\qquad j_k=\frac{i_k}{I},\qquad w_k=\frac{r_kj_k^2}{R}.$$

The bonds are linear and reciprocal, with no magnetic field, gyrator or controlled source. They fluctuate slowly enough for Kirchhoff's static laws to hold at each instant.

**Theorem.** (a) With all other resistors fixed,
$$\frac{\partial R}{\partial r_k}=j_k^2 .$$

(b) For weak stationary fluctuations with cross spectra $S_{kl}(f)$,
$$S_R=\sum_{k,l}j_k^2j_l^2S_{kl}.$$

(c) If the bonds fluctuate independently with relative spectra $s_k=S_{kk}/r_k^2$, then
$$\frac{S_R}{R^2}=\sum_k s_kw_k^2=\frac{\sum_k s_kr_k^2j_k^4}{\left(\sum_k r_kj_k^2\right)^2}.$$

For equal $r_k$ and equal $s_k=s$ this becomes $s\sum j_k^4/(\sum j_k^2)^2$. The plain fourth moment thus belongs to equal resistors with independent noise; unequal resistors bring weights.

## Lemma 1: two states on one graph

Let unprimed potentials and primed currents each obey Kirchhoff's laws on the same graph, possibly for different resistors. Then
$$\sum_k v_ki'_k=VI'.$$

**Proof.** Write $v_k=\phi_{\rm tail}-\phi_{\rm head}$ and collect the terms containing each node potential. The factor of $\phi_n$ is the net primed current leaving node $n$ through the bonds. It is $I'$ at $a$, $-I'$ at $b$ and zero elsewhere. The sum is therefore $(\phi_a-\phi_b)I'$. ∎

## Lemma 2: an exact difference

Change the resistors from $r_k$ to $r'_k=r_k+\delta r_k$ at the same $I$. Lemma 1, used with the new potentials and old currents, and then the reverse, gives
$$V'I=\sum_k r'_ki'_ki_k,\qquad VI=\sum_k r_ki_ki'_k .$$
Subtracting and dividing by $I^2$ gives
$$R'-R=\sum_k\delta r_k\,j_kj'_k. \tag{1}$$
This holds for changes of any size. ∎

**Proof of (a).** Ground $b$. The matrix of the node equations is positive definite: its quadratic form $\sum v_k^2/r_k$ vanishes only if all potentials equal that of $b$, because the network is connected. The potentials are therefore continuous in the resistances, and $j'_k\to j_k$ as $\delta r_k\to0$. If only $r_k$ changes, dividing (1) by $\delta r_k$ gives $j_k^2$. ∎

Currents do rearrange when $r_k$ changes, but in (1) this rearrangement enters multiplied by $\delta r_k$, and so at second order.

Lemma 1 with both states equal gives $\sum r_kj_k^2=R$, hence $\sum w_k=1$. The weight $w_k$ is the share of the power dissipated in bond $k$. By (a) it is also the logarithmic sensitivity:
$$\frac{\partial\ln R}{\partial\ln r_k}=\frac{r_k}{R}j_k^2=w_k.$$

**Proof of (b) and (c).** To first order $\delta R(t)=\sum_kj_k^2\,\delta r_k(t)$. Its autocorrelation is $\sum_{kl}j_k^2j_l^2\langle\delta r_k(t)\delta r_l(t+\tau)\rangle$, and the Fourier transform over $\tau$ gives (b). Independence removes the terms $k\ne l$. Putting $S_{kk}=s_kr_k^2$ and dividing by $R^2$ gives $\sum s_k(r_kj_k^2/R)^2$, which is (c). ∎

At constant current $\delta V=I\,\delta R$, so $S_V/V^2=S_R/R^2$.

If instead all bonds share one relative fluctuation of spectrum $s$, then $S_{kl}=s\,r_kr_l$. The double sum factorizes to $s(\sum r_kj_k^2)^2=sR^2$. The relative noise is then $s$ for every current pattern. For $N$ independent bonds of equal $s$, Cauchy–Schwarz gives $1=(\sum w_k)^2\le N\sum w_k^2$, so $S_R/R^2\ge s/N$, with equality for equal power shares.

## A bridge

Take nodes $a,b,c,d$ with resistances $ac=1$, $ad=2$, $cb=2$, $db=1$ and $cd=1$ kΩ. The current fractions have magnitudes $0.6,0.4,0.4,0.6,0.2$. The terms $r_kj_k^2$ are $0.36,0.32,0.32,0.36,0.04$ kΩ, and their sum is $R=1.40$ kΩ. Finite differences of $R$ give the slopes $0.36,0.16,0.16,0.36,0.04$, the squares of the current fractions. For equal independent relative noise,

$$\frac{S_R}{sR^2}=\frac{2(0.36)^2+2(0.32)^2+(0.04)^2}{(1.40)^2}=0.2376.$$

The bridge is as quiet as $1/0.2376\approx4.2$ equally loaded resistors. The unweighted ratio $\sum j^4/(\sum j^2)^2=0.312/1.08^2\approx0.267$ would be wrong here, since the resistors differ.

## Remark 1: how small is weak?

Let one bond change by a finite $\delta$. The extra voltage $\delta\,i'_k$ acts like an opposing source in series with the old $r_k$. Let $X_k$ be the resistance that the rest of the network presents to bond $k$ with the external current source open. By superposition,
$$i'_k=i_k-\frac{\delta\,i'_k}{r_k+X_k}
\quad\Rightarrow\quad
j'_k=\frac{j_k}{1+\delta/(r_k+X_k)} .$$
Equation (1) then gives
$$\Delta R=\frac{\delta\,j_k^2}{1+\delta/(r_k+X_k)} .\tag{2}$$
A series resistor has $X_k=\infty$, and its response is linear for any change. For the others, the linear form needs $|\delta|\ll r_k+X_k$.

Expanding (2) to second order gives the term $-j_k^2\delta^2/(r_k+X_k)$. For independent fluctuations of zero mean, the mixed second-order terms average to zero, so to this order
$$\langle\delta R\rangle=-\sum_k\frac{j_k^2\langle\delta r_k^2\rangle}{r_k+X_k},\qquad
\frac{|\langle\delta R\rangle|}{R}\le\sum_kw_k\frac{\langle\delta r_k^2\rangle}{r_k^2}.$$
The bound follows from $X_k\ge0$.

These results were tested on a disordered $8\times8$ lattice with 3000 Gaussian draws, the relative rms fluctuation of the bonds lying between 2.5 and 7.5 percent. The variance of $R$ was 1.023 times the linear prediction for independent bonds, and 1.021 times when every pair had correlation 0.3. The sampling error is about 2.6 percent. For independent bonds the linear part of $\delta R$, whose expected value is zero, was subtracted from each draw to reduce the scatter; the mean shift was then $-1.362\times10^{-3}R$, against $-1.361\times10^{-3}R$ from the formula.

## Remark 2: where reciprocity enters

With $b$ grounded, write the node equations as $Y\phi=e_a$ for unit current, so that $R=e_a^TY^{-1}e_a$. Let $u_k$ be the vector that takes the potential difference along bond $k$. The bond contributes $u_ku_k^T/r_k$ to $Y$, so $\partial Y/\partial r_k=-u_ku_k^T/r_k^2$. Since $d(Y^{-1})=-Y^{-1}(dY)Y^{-1}$,
$$\frac{\partial R}{\partial r_k}=\frac{e_a^TY^{-1}u_k}{r_k}\,\frac{u_k^TY^{-1}e_a}{r_k}=\tilde j_k\,j_k ,$$
where $\tilde j_k$ is the current fraction in the network with $Y$ replaced by $Y^T$. Reciprocity means $Y=Y^T$ and restores the square. When a gyrator was added to a disordered $6\times6$ lattice, the slopes agreed with $\tilde j_kj_k$ but departed from $j_k^2$ by up to 0.16.

## Percolation: bounds from singly connected bonds

**Lemma 3.** $|j_k|\le1$, with equality exactly when removing bond $k$ separates the terminals.

**Proof.** Take $I>0$. The potential of an inner node is a weighted mean of its neighbours' potentials, so the extremes lie at $a$ and $b$. If bond $k$ has a nonzero drop, choose a level between its end potentials that no node takes. The bonds crossing this level all carry current from the high side to the low side, and their currents add to $I$. None can exceed $I$. If one equals $I$, no other bond crosses, and its removal separates the terminals. Conversely, a bond whose removal separates them must carry all of $I$. A bond without a drop has $j_k=0$. ∎

Now let all present bonds have resistance $r$ and independent noise $s$, and let $N_1$ be the number of singly connected bonds, those with $|j_k|=1$. Since $j_k^4\le j_k^2$,
$$N_1\le\sum_kj_k^4\le\sum_kj_k^2=\frac Rr,
\qquad
sN_1\left(\frac rR\right)^2\le\frac{S_R}{R^2}\le s\,\frac rR .$$

One connected $16\times16$ sample, with each bond kept with probability 0.5, had $N_1=11$, $\sum j^4=13.34$ and $\sum j^2=19.50$. Thus $S_R/(sR^2)=13.34/19.50^2=0.035$, between the bounds $0.029$ and $0.051$. The singly connected bonds supply $11/19.50=56$ percent of the resistance but $11/13.34=82$ percent of the fourth moment. Noise sees the bottlenecks more sharply than resistance does.

Averaged over 40 connected samples, the relative noise was 1.66, 5.56 and 8.61 times that of the full lattice when bonds were kept with probability 0.8, 0.6 and 0.5, at fixed $s$ and sample size. The standard errors of these means are about 0.04, 0.4 and 0.4. The probability 0.5 is the threshold of the infinite square lattice. These samples are too small to yield a critical exponent.

## Duality of the square sample

Let the sample have $L$ rows of $L$ bonds between two terminal bars, with cross bonds joining neighbouring rows at the $L-1$ inner columns. Place a dual node in each face and dual terminals above and below. Each bond is crossed by one dual bond, and the dual lattice is the original shape turned by a right angle. Choose a reference resistance $r_m$ and set $r_k^*=r_m^2/r_k$.

**Lemma 4.** $R^*=r_m^2/R$ and $w_k^*=w_k$.

**Proof.** Let the dual potential change by $r_mi_k$ across bond $k$. It is single-valued because the currents at each inner node sum to zero. The dual current is $i_k^*=r_mi_k/r_k^*=v_k/r_m$. It is conserved at each dual node because the original voltages around a face sum to zero. The dual terminals have voltage $r_mI$ and total current $V/r_m$, so $R^*=r_m^2I/V=r_m^2/R$. The power shares are
$$w_k^*=\frac{(r_m^2/r_k)(v_k/r_m)^2}{(r_m^2/R)(V/r_m)^2}=\frac{v_k^2/r_k}{V^2/R}=w_k .\ ∎$$

If the values $x_k=\ln(r_k/r_m)$ are independent draws from one symmetric continuous distribution, the dual sample has the same statistics as the original. Then $\ln(R/r_m)$ is distributed symmetrically about zero, and the median of $R$ is $r_m$ at every $L$.

## What an effective medium can say

Embed one bond of conductance $g$ in a square lattice of conductance $g_m$. Current injected into the uniform lattice at one node divides equally among four bonds, and so does current extracted at its neighbour. Half of the current therefore flows in the bond joining them, and the conductance between the two nodes is $2g_m$. If the uniform drop is $v_0$, replacing the bond is equivalent to injecting the extra current $(g_m-g)v$ at its upstream end and extracting it at the other. Hence
$$v=v_0+\frac{(g_m-g)v}{2g_m}\quad\Rightarrow\quad v=\frac{2g_m}{g_m+g}v_0 .$$
Effective-medium theory demands $\langle v\rangle=v_0$, or
$$\left\langle\frac{g-g_m}{g+g_m}\right\rangle=0 .$$
With $g_m=1/r_m$ the fraction is $-\tanh(x/2)$, which averages to zero for a symmetric distribution. The theory thus also gives $R=r_m$.

For $N$ bonds, differentiate $\sum_l(g_l-g_m)/(g_l+g_m)=0$. A change $dg_k$ contributes $2g_m\,dg_k/(g_k+g_m)^2$, and $dg_m$ contributes $-dg_m\sum_l2g_l/(g_l+g_m)^2$. Therefore
$$\frac{\partial\ln g_m}{\partial\ln g_k}=\frac{g_k/(g_k+g_m)^2}{\sum_lg_l/(g_l+g_m)^2}.$$
Since $R=1/g_m$ for the square sample in this approximation, part (a) of the theorem identifies this with the mean power share of bonds having the value $x$. Using $g_kg_m/(g_k+g_m)^2=\tfrac14\operatorname{sech}^2(x/2)$,
$$\bar w(x)=\frac{\operatorname{sech}^2(x/2)}{N\langle\operatorname{sech}^2(x/2)\rangle}.$$

This is a second current moment. The noise needs $\langle w^2\rangle$ at each $x$, which is at least $\bar w^2$. With $N\simeq2L^2$, the fourth-moment factor $F=L^2\sum w_k^2$ has the approximate floor
$$F\ge\frac{\langle\operatorname{sech}^4(x/2)\rangle}{2\langle\operatorname{sech}^2(x/2)\rangle^2}.$$
Without disorder the floor is $1/2$, while $F=1$: equal bonds along and across the current have very different shares, and their mean hides this.

## A film with band-edge disorder

Take a film 30 nm thick, divided into $40\times40$ square cells of side 30 nm and represented by the bond lattice above. The mean density is $\bar n=10^{18}$ cm⁻³, held fixed with temperature, and the band mobility is $\mu_0=20$ cm²/Vs. The band edge $\varphi_k$ at each bond is an independent Gaussian variable of zero mean and standard deviation $\sigma=25$ meV. It is prescribed, with the electrostatic potential already included, and $\sigma$ is held fixed with temperature. In the Boltzmann regime
$$n_k=n_me^{-\varphi_k/k_BT},\qquad r_k=\frac1{e\mu_0n_kt},\qquad n_m=\bar n\,e^{-\sigma^2/2(k_BT)^2},$$
where $t$ is the thickness; the last relation is the Gaussian average of $n_k$. At 300 K, $\sigma/k_BT=0.967$ and $r_m=166$ kΩ. Defining the effective mobility by $\mu=1/(e\bar ntR)$ and using $R=r_m$,
$$\mu=\mu_0e^{-\sigma^2/2(k_BT)^2}=12.5\ \text{cm}^2/\text{Vs}.$$
The geometric mean of $R$ over 60 samples is 165 kΩ, giving 12.6 cm²/Vs.

The local noise follows Hooge's law, $s_k=\alpha/(N_kf)$, with $\alpha=10^{-3}$ and $N_k$ the carriers in a full cell of density $n_k$. The uniform limit fixes this lattice convention for the bonds along the current: there $L^2$ bonds carry $w=1/L^2$ each, so $S_R/R^2=\alpha/(N_{\rm tot}f)$. Here $N_{\rm tot}=27\times1600=43\,200$. In the disordered film, the parameter inferred by carrier counting is
$$\frac{\alpha_{\rm app}}\alpha=N_{\rm tot}\sum_k\frac{w_k^2}{N_k}=L^2\sum_kw_k^2\frac{\bar n}{n_k}.$$
The cell side and thickness cancel at fixed $L$ and $\sigma/k_BT$. A weak dependence on $L$ remains: at 300 K, $F$ falls from 1.20 at $L=10$ to 1.16 at $L=80$, and $\alpha_{\rm app}/\alpha$ from 2.5 to 2.4. The cross bonds carry no current in the uniform limit, so their independence is a further choice; if the along and cross bonds assigned to one cell fluctuate together, $\alpha_{\rm app}/\alpha$ at 300 K is about 2.8.

| $T$ (K) | $\mu$, formula (cm²/Vs) | $F$ | $\alpha_{\rm app}/\alpha$ |
|---|---:|---:|---:|
| 250 | 10.2 | 1.27 | 3.44 |
| 300 | 12.5 | 1.17 | 2.43 |
| 350 | 14.2 | 1.11 | 1.95 |

At 300 K the mean noise is $S_Rf/R^2=5.62\times10^{-8}$, and multiplication by $N_{\rm tot}/\alpha$ gives 2.43. Uneven power shares alone account for the factor 1.17. The remaining $2.43/1.17\approx2.1$ is the average of $\bar n/n_k$ weighted by $w_k^2$: carrier-poor cells are noisier. Cooling raises both factors in this model.

The effective medium assigns 76.7 percent of the power to bonds with $|\varphi_k|<\sigma$; the network gives 76.2 percent. Its floor for $F$ is 0.52, against 1.17 in the network, but most of this gap is the factor 2 from averaging over bond orientation. Placing the same shares on the $L^2$ bonds along the current gives $F=1.05$ and $\alpha_{\rm app}/\alpha=2.2$. The remaining 10 percent or so is missed by mean shares, which neglect the scatter among bonds of equal value.

## The model beside a real film

The mobility, density and disorder are rough values in the regime of amorphous In-Ga-Zn-O. The value of $\alpha$, the 30 nm cell and the 1.2 µm channel are model choices. So is the assignment of an independent band edge to each bond: a film of uniform square cells with the same disorder has a larger noise factor, roughly 3.5 to 4 at 300 K instead of 2.4.

The main restriction is screening. At this density and a relative permittivity of 12, the Debye length $\sqrt{\varepsilon k_BT/(e^2\bar n)}$ is about 4 nm, far below the cell side. If the fixed charge were uniform, the carriers would screen the disorder and most of the excess noise would vanish. The density contrast assumed here therefore needs fixed charge that varies from cell to cell along with $n_k$. Such charge would also suppress roughly half or more of the change of $n_k$ on cooling. The temperature dependence in the table thus belongs to the prescribed disorder and is not a prediction for a real film with 30 nm cells.

Among the other effects estimated here, contacts change the noise most. An assumed total contact resistance of 10 Ω cm adds 83 kΩ to a sample of 168 kΩ; if the contacts are noiseless, the two-terminal relative noise falls to 0.45 of its value. A four-terminal measurement removes the series contact resistance, but the theorem then changes: the sensitivity is $j_k$ times the current fraction in bond $k$ for current fed through the voltage probes, so the inferred noise depends on the probe geometry even in a uniform film. A correlation of 0.1 between bonds sharing an inner node raises the noise by 17 percent. With an effective mass of 0.34 electron masses, Fermi–Dirac statistics at the same mean density lower the resistance by 8 percent and the noise by 12 percent in that sample. The noise correction is about 20 percent at 250 K and 7 percent at 350 K, so the Boltzmann table overstates the temperature dependence.

Other corrections are smaller or limit the range of use. For a square barrier of height $2\sigma$ and width 30 nm, and the same effective mass, the tunnelling exponent at the foot of the barrier is 40, against 1.9 for thermal activation. At 0.05 V bias the largest bond drop in the same sample is $0.16\,k_BT/e$. Bonds with fewer than three carriers, where Hooge's law is doubtful, supply about 5 percent of the noise. At the same 0.05 V bias, thermal noise equals the $1/f$ noise at 51 kHz.

Between 1 Hz and 100 kHz the rms relative fluctuation is $8.1\times10^{-4}$, while the bound on the second-order mean shift is $9.6\times10^{-4}$. The two are comparable because fluctuations of many bonds partly cancel, whereas their mean shifts share one sign. In a uniform film of the same size and density the rms would be $5.2\times10^{-4}$ and the bound $4.3\times10^{-4}$; the disorder lifts the bound above the rms. The actual shift, about $2\times10^{-4}$ in the uniform film and $6\times10^{-4}$ in the disordered one, stays below the rms in both. The shift is a constant offset and adds nothing to the spectrum at nonzero frequency. The numerical output lists the values for all cases.

## Table of computed values

```
Bridge r (kohm): [1. 2. 2. 1. 1.]
Bridge R = 1.4000 kohm
Bridge |j|: [0.6 0.4 0.4 0.6 0.2]
Bridge dR/dr by differences: [0.36 0.16 0.16 0.36 0.04]
Bridge (S_R/R^2)/s = 0.2376
Lattice 6x6: max |slope - j^2| = 1.7e-10
Lattice 6x6: max error, r_k -> 5 r_k = 5.8e-15
With gyrator: max |slope - j^2| = 0.1596
Duality: R * R_dual / r_m^2 = 1.0000000000
MC var/formula: independent 1.023, corr. 0.3 1.021
Mean shift/R: MC -1.362e-03, formula -1.361e-03
Diluted lattice 16x16, 40 spanning samples each:
  p = 1.0: noise relative to full = 1.00
  p = 0.8: noise relative to full = 1.66
  p = 0.6: noise relative to full = 5.56
  p = 0.5: noise relative to full = 8.61
One p=0.5 sample: N1 = 11, sum j^4 = 13.343, sum j^2 = 19.497
Film: 40 x 40 cells of 30 nm, thickness 30 nm
Mean density 1.0e+18 cm^-3, band mobility 20 cm2/Vs
Disorder 25 meV, Hooge alpha 1e-03, bias 0.05 V
Carriers in film 43200, mean per cell 27.0
T = 250 K: sigma/kT = 1.160, r_m = 204.0 kohm
  typical R = 203.0 kohm, ln(R/r_m) = -0.0046 +- 0.0037
  mobility: network 10.25, formula 10.20 cm2/Vs
  fourth-moment factor 1.265 +- 0.004
  apparent alpha/alpha 3.441 +- 0.027
T = 300 K: sigma/kT = 0.967, r_m = 166.0 kohm
  typical R = 165.4 kohm, ln(R/r_m) = -0.0038 +- 0.0031
  mobility: network 12.58, formula 12.53 cm2/Vs
  fourth-moment factor 1.169 +- 0.002
  apparent alpha/alpha 2.429 +- 0.015
T = 350 K: sigma/kT = 0.829, r_m = 146.7 kohm
  typical R = 146.2 kohm, ln(R/r_m) = -0.0032 +- 0.0026
  mobility: network 14.23, formula 14.19 cm2/Vs
  fourth-moment factor 1.114 +- 0.002
  apparent alpha/alpha 1.949 +- 0.009
300 K: S_R f/R^2 = 5.622e-08
Power share, |phi| < sigma: network 0.7620, EMT 0.7667
Fourth-moment factor: EMT floor 0.523, network 1.169
Sample used for neglected effects: R = 168.1 kohm, K = 5.705e-08
Degeneracy (Nc = 4.97e+18 cm^-3): R x 0.922, noise x 0.880
2-sigma barrier: tunnel exponent 40.1, thermal 1.93
Contacts at 10 ohm cm: 83.3 kohm, noise x 0.447
Neighbour correlation 0.1: noise x 1.168
1 Hz-100 kHz: rms dR/R 8.10e-04, 2nd-order shift < 9.63e-04
Bond drop e v/kT: mean along 0.048, largest 0.158
Bonds with < 3 carriers: 0.041 of bonds, 0.048 of noise
1/f noise equals thermal noise at 51.2 kHz
```
